# Endpoint terms of QED splitting functions from sum rules

## Definitions and conventions

Let \(f_e(x,\mu^2)\), \(f_{\bar e}(x,\mu^2)\) and \(f_\gamma(x,\mu^2)\) be the number densities of electrons, positrons and photons that carry a fraction \(x\) of the momentum of a fast parent, when structure is resolved up to transverse momentum \(\mu\). Natural units are used, with \(e^2=4\pi\alpha\). At leading logarithmic accuracy successive splittings have strongly ordered transverse momenta and act independently, so that

\[
\frac{df_i}{dt}=\sum_j P_{ij}\otimes f_j,\qquad dt=\frac{\alpha}{2\pi}\,d\ln\mu^2,
\]
\[
(P\otimes f)(x)=\int_x^1\frac{dz}{z}\,P(z)\,f(x/z).
\]

The first index of \(P_{ij}\) is the daughter, the second the parent. The plus prescription is defined by its action on a smooth function \(\varphi\):

\[
\int_0^1dx\,[g(x)]_+\varphi(x)=\int_0^1dx\,g(x)\,[\varphi(x)-\varphi(1)] .
\]

The notation \(h(x)/(1-x)_+\) means that the plus acts on \(1/(1-x)\) alone and \(h\) belongs to the test function. The delta function at the endpoint has full weight, \(\int_0^1\delta(1-x)\varphi(x)\,dx=\varphi(1)\).

For one lepton flavour of unit charge, at lowest order in \(\alpha\), the kernels are

\[
P_{ee}=\left[\frac{1+x^2}{1-x}\right]_+=\frac{1+x^2}{(1-x)_+}+\frac32\,\delta(1-x),
\]
\[
P_{\gamma e}=\frac{1+(1-x)^2}{x},\qquad P_{e\gamma}=P_{\bar e\gamma}=x^2+(1-x)^2,
\]
\[
P_{\gamma\gamma}=-\frac23\,\delta(1-x).
\]

Positrons have the same kernels as electrons. The two forms of \(P_{ee}\) are alternatives: a plus around the whole kernel already contains the \(3/2\). The photon coefficient counts one flavour, particle and antiparticle together.

## Real splittings: normalization

A massless parent of momentum \((0,0,E)\) splits into daughters with longitudinal fractions \(x\) and \(1-x\) and transverse momenta \(+\mathbf k\) and \(-\mathbf k\). The regime is \(m\ll k\ll xE,\,(1-x)E\). Expanding each massless energy, \(\sqrt{x^2E^2+k^2}\simeq xE+k^2/(2xE)\), gives the energy mismatch

\[
\Delta E=\frac{k^2}{2xE}+\frac{k^2}{2(1-x)E}=\frac{k^2}{2x(1-x)E}.
\]

Configurations created from the vacuum have energy denominators of order \(E\) instead of \(k^2/E\), and do not contribute to the collinear logarithm.

First-order perturbation theory gives the two-particle component of the dressed parent as matrix element over \(\Delta E\). Let \(e^2V\) be the squared vertex, summed over final spins and averaged over the two parent spin states. Each particle state brings a factor \(1/(2\,\text{energy})\), so

\[
d\mathcal P=\frac{d^3p}{(2\pi)^3}\,
\frac{4\pi\alpha\,V}{(2E)(2xE)(2(1-x)E)\,(\Delta E)^2}.
\]

After the azimuthal integration \(d^3p=\pi\,dk^2\,E\,dx\). Inserting \(1/(\Delta E)^2=4x^2(1-x)^2E^2/k^4\), the powers of \(E\) cancel and the numerical factor is \(\pi\cdot4\pi\cdot4/(8\pi^3\cdot8)=1/(4\pi)\):

\[
d\mathcal P=\frac{\alpha}{2\pi}\,P(x)\,dx\,\frac{dk^2}{k^2},\qquad
P(x)=\frac{x(1-x)}{2k^2}\,V .
\]

## Real splittings: the two vertices

Use real linear polarizations \(\epsilon=(0,\boldsymbol\epsilon)\), perpendicular to the photon momentum, with \(\epsilon^2=-1\). From \(\not\epsilon\not p\not\epsilon=2(p\cdot\epsilon)\not\epsilon-\epsilon^2\not p\),

\[
\mathrm{Tr}[\not p'\not\epsilon\not p\not\epsilon]
=4\left[2(\mathbf p'\cdot\boldsymbol\epsilon)(\mathbf p\cdot\boldsymbol\epsilon)+p\cdot p'\right].
\]

The two minus signs from the four-vector products with \(\epsilon\) have cancelled.

**Electron to electron and photon.** Here \(p\) is the parent and \(p'\) the daughter electron with fraction \(x\). Their invariant product is

\[
p\cdot p'=E(E'-p'_z)=E\,\frac{k^2}{2xE}=\frac{k^2}{2x}.
\]

The photon direction is \(\mathbf n\simeq(-\mathbf k/[(1-x)E],\,1)\). The parts of the electron momenta perpendicular to it are

\[
\mathbf p_\perp=\frac{\mathbf k}{1-x},\qquad
\mathbf p'_\perp=\mathbf k+\frac{x\mathbf k}{1-x}=\frac{\mathbf k}{1-x}.
\]

They agree, as they must, because \(\mathbf p-\mathbf p'\) is the photon momentum. The sum over two polarizations and the average over two electron spins give

\[
V=\frac12\cdot4\left[\frac{2k^2}{(1-x)^2}+\frac{k^2}{x}\right]
=2k^2\,\frac{2x+(1-x)^2}{x(1-x)^2}
=\frac{2k^2(1+x^2)}{x(1-x)^2}.
\]

Multiplication by \(x(1-x)/(2k^2)\) yields the real part of \(P_{ee}\),

\[
K(x)=\frac{1+x^2}{1-x}\qquad(x<1).
\]

The photon has fraction \(1-x\), so \(P_{\gamma e}(x)=K(1-x)\).

**Photon to electron and positron.** The photon now defines the longitudinal axis, and the lepton transverse momenta are opposite. For polarization \(i\) the first product in the trace is \(-k_i^2\). The pair has invariant mass squared \(2p_1\cdot p_2\simeq2E\Delta E\), hence \(p_1\cdot p_2=k^2/[2x(1-x)]\). Summing over polarizations and averaging over the two photon states,

\[
V=\frac12\cdot4\left[-2k^2+\frac{k^2}{x(1-x)}\right]
=2k^2\,\frac{1-2x(1-x)}{x(1-x)} .
\]

Since \(1-2x(1-x)=x^2+(1-x)^2\), the kernel is \(P_{e\gamma}=x^2+(1-x)^2\). Evaluation with explicit Dirac matrices and small finite \(k\) tests the traces and the collinear expansion behind both kernels; the phase-space and state factors are those derived above.

## What a virtual correction can add

A real splitting also removes a parent from its original momentum. The corresponding virtual correction returns the same particle with the same momentum, so it can add to \(P_{ee}\) and \(P_{\gamma\gamma}\) only a multiple of \(\delta(1-x)\). One conserved quantity per parent species fixes the coefficient.

Photon number is not conserved and gives no condition. The conserved lepton quantity is electrons minus positrons. At this order an electron does not produce a positron, and a photon produces both with equal densities. Therefore \(f_v=f_e-f_{\bar e}\) evolves with \(P_{ee}\) alone.

For moments, set \(x=zy\) in the convolution. At fixed \(z\), \(dx=z\,dy\), and

\[
\int_0^1dx\,x^N(P\otimes f)(x)
=\int_0^1dz\,z^NP(z)\int_0^1dy\,y^Nf(y).
\]

With \(N=0\), number conservation for every initial \(f_v\) requires \(\int_0^1P_{ee}(x)\,dx=0\).

## Electron number and the coefficient 3/2

The real rate diverges at \(x\to1\), where the photon is soft. Keep \(x<1-\varepsilon\) and write

\[
P_{ee}^{(\varepsilon)}=K(x)\,\theta(1-\varepsilon-x)+A(\varepsilon)\,\delta(1-x).
\]

The large-\(E\) limit is taken at fixed \(\varepsilon\), before \(\varepsilon\to0\), so that \(k\ll(1-x)E\) remains valid. Because \(1+x^2=2-(1-x)(1+x)\),

\[
K(x)=\frac{2}{1-x}-(1+x),
\]
\[
\int_0^{1-\varepsilon}K\,dx
=-2\ln\varepsilon-\left[(1-\varepsilon)+\frac{(1-\varepsilon)^2}{2}\right]
=-2\ln\varepsilon-\frac32+2\varepsilon-\frac{\varepsilon^2}{2}.
\]

The number rule sets \(A\) equal to minus this integral:

\[
A(\varepsilon)=2\ln\varepsilon+\frac32-2\varepsilon+\frac{\varepsilon^2}{2}.
\]

At \(\varepsilon=10^{-3}\) direct integration gives \(A=-12.3175\). The coefficient is negative, as a loss term must be; after removal of \(2\ln\varepsilon\) it is \(1.4980\), which differs from \(3/2\) by \(-2\varepsilon\). The positive \(3/2\) is thus the finite remainder of a negative loss coefficient, not a gain of electrons.

Acting on a smooth function,

\[
\int_0^1P_{ee}^{(\varepsilon)}\varphi\,dx
=\int_0^{1-\varepsilon}K(x)[\varphi(x)-\varphi(1)]\,dx .
\]

The bracket vanishes linearly at \(x=1\), so the limit exists and is the plus prescription for the whole kernel. To separate the endpoint term, use

\[
(1+x^2)[\varphi(x)-\varphi(1)]
=\left[(1+x^2)\varphi(x)-2\varphi(1)\right]+(1-x^2)\varphi(1).
\]

Division by \(1-x\) and integration give

\[
\int_0^1P_{ee}\varphi\,dx
=\int_0^1dx\,\frac{(1+x^2)\varphi(x)-2\varphi(1)}{1-x}
+\varphi(1)\int_0^1(1+x)\,dx .
\]

The first term is the action of \((1+x^2)/(1-x)_+\); the last integral is \(3/2\).

The cutoff form misses the interval \(1-\varepsilon<x<1\), where \(K[\varphi-\varphi(1)]\simeq-2\varphi'(1)\). The limit minus the cutoff result is therefore \(-2\varepsilon\varphi'(1)\) to first order. For \(\varphi=e^x\cos2x\), \(\varphi'(1)=e(\cos2-2\sin2)\simeq-6.1\), and \(\varepsilon=10^{-5}\) predicts a difference of \(1.2\times10^{-4}\). The computed values, \(5.76889\) and \(5.76877\), show it.

## Momentum and the coefficient −2/3

For an electron parent the momentum rule is already satisfied:

\[
\int_0^1xP_{ee}\,dx=\int_0^1(x-1)K\,dx=-\int_0^1(1+x^2)\,dx=-\frac43,
\]
\[
\int_0^1xP_{\gamma e}\,dx=\int_0^1[1+(1-x)^2]\,dx=\frac43 .
\]

This is a consistency check rather than independent evidence for \(3/2\). Since \(P_{\gamma e}(x)=K(1-x)\), the sum has the integrand \(xK+(1-x)K-K=0\).

For a photon parent write \(P_{\gamma\gamma}=C\,\delta(1-x)\); no real photon appears among the daughters at this order. Momentum conservation requires

\[
0=C+\int_0^1x\,(P_{e\gamma}+P_{\bar e\gamma})\,dx
=C+2\int_0^1(x-2x^2+2x^3)\,dx .
\]

The integral is \(\frac12-\frac23+\frac12=\frac13\), so \(C=-\frac23\).

The same number follows from counting. Each splitting produces one electron, so the total pair rate is

\[
\int_0^1P_{e\gamma}\,dx=\frac13+\frac13=\frac23 .
\]

The endpoint term is the rate at which unsplit photons disappear. The agreement with the momentum rule follows because the two lepton fractions add to one: \(P_{\bar e\gamma}(x)=P_{e\gamma}(1-x)\), so the momentum passed to the pair is \(\int_0^1[x+(1-x)]P_{e\gamma}\,dx\), which is the pair rate. No cutoff is needed because this rate is finite.

For a lepton of charge \(Q\) (in units of \(e\)) every vertex squared acquires \(Q^2\). Its \(P_{ee}\), \(P_{\gamma e}\), \(P_{e\gamma}\) and \(P_{\bar e\gamma}\) are multiplied by \(Q^2\), and the photon loss becomes \(-\frac23\sum_\ell Q_\ell^2\), summed over flavours light compared with \(\mu\).

## Implementation on a grid

In a convolution the test function is \(\varphi(z)=\theta(z-x)f(x/z)/z\), with \(\varphi(1)=f(x)\). The subtraction runs over all \(0<z<1\), even though the function vanishes for \(z<x\). That lower interval contributes

\[
-2f(x)\int_0^x\frac{dz}{1-z}=2f(x)\ln(1-x),
\]

and hence

\[
(P_{ee}\otimes f)(x)=\int_x^1dz\,\frac{(1+z^2)f(x/z)/z-2f(x)}{1-z}
+f(x)\left[2\ln(1-x)+\frac32\right].
\]

Omitting the logarithm violates the number rule even when the coefficient \(3/2\) is correct. For photons the endpoint contribution is \(-\frac23f_\gamma(x)\) per unit-charge flavour.

The grid formula assumes that \(f\) is smooth around the point \(x\) where it is evaluated, because \(z\to1\) probes \(f(x/z)\) there. An initial density \(\delta(1-x)\) is better treated through moments or a cascade.

## Moments and the soft endpoint

Let \(H_n=\sum_{k=1}^n1/k\), with \(H_0=0\). Since \((1-x^n)/(1-x)=\sum_{k=0}^{n-1}x^k\), its integral is \(H_n\). Taking \(\varphi=x^N\) in the separated form,

\[
\gamma_N=\int_0^1x^NP_{ee}\,dx=\frac32-H_N-H_{N+2}.
\]

Thus \(\gamma_0=0\) and \(\gamma_1=-4/3\). An initial electron has valence moments \(\langle x^N\rangle=e^{t\gamma_N}\).

Large \(N\) probes \(x\) near one. With \(H_N\simeq\ln N+\gamma_{\rm E}\), where \(\gamma_{\rm E}\) is Euler's constant,

\[
\langle x^N\rangle\simeq e^{t(3/2-2\gamma_{\rm E})}N^{-2t}.
\]

For \(t>0\), \(\int_0^1x^N(1-x)^{2t-1}dx\simeq\Gamma(2t)N^{-2t}\). The matching endpoint behaviour is therefore

\[
f_v(x,t)\simeq\frac{e^{t(3/2-2\gamma_{\rm E})}}{\Gamma(2t)}(1-x)^{2t-1}.
\]

For \(0<t<1/2\) the initial delta function has become an integrable peak; at \(t=1/2\) the density is finite at the endpoint, and for larger \(t\) it vanishes there. Correspondingly, the probability that an initial electron emits no photon carrying more than a fraction \(\varepsilon\) of the electron's momentum just before the emission is \(e^{tA(\varepsilon)}\simeq e^{3t/2}\varepsilon^{2t}\), which vanishes as \(\varepsilon\to0\). A first-order expansion in \(t\) fails near the endpoint once \(2t\ln[1/(1-x)]\) is of order one. A photon, by contrast, remains unsplit with the finite probability \(e^{-2t/3}\) for one flavour.

## Exchange of momentum

Let \(L\) be the momentum fraction in electrons and positrons together, and \(G\) that in photons. For one flavour,

\[
\frac{dL}{dt}=-\frac43L+\frac23G,\qquad
\frac{dG}{dt}=\frac43L-\frac23G .
\]

The sum is constant. With \(L=1-G\), the second equation becomes \(dG/dt=\frac43-2G\), and a parent electron gives

\[
G(t)=\frac23\left(1-e^{-2t}\right).
\]

At small \(t\), \(G\simeq4t/3\), one emission without reabsorption into pairs. The large-\(t\) limit of this fixed-coupling equation is \(G=2/3\), where emission and pair production balance. For \(n\) active unit-charge flavours the loss is \(2nG/3\), and the same steps give

\[
G_n(t)=\frac{2}{n+2}\left(1-e^{-(4+2n)t/3}\right).
\]

More flavours lower the limiting photon share because each opens another pair channel.

A random cascade tests the one-flavour solution without inserted delta terms. Electrons and positrons emit at the cut real rate, photons convert at rate \(2/3\), and particles otherwise survive. At \(t=0.5\), with \(10^5\) events and \(\varepsilon=10^{-4}\), the photon share is \(0.4203\pm0.0009\), against \(0.4214\) from the formula. The valence moments for \(N=1,2,3\) are also tested; each lies about one standard error above its prediction. They come from the same events and are not independent deviations. Without the \(-2/3\), the evolution equation would give a photon momentum \(G=0.5047\) in units of the parent momentum, with \(L+G\) no longer equal to one; the cascade excludes this value.

## An electron evolved to 100 GeV

Start from a single electron at \(\mu=m_e=5.10999\times10^{-4}\) GeV and evolve to \(\mu=100\) GeV, with fixed \(1/\alpha=137.036\) and the electron flavour alone. Then

\[
\ln\frac{\mu^2}{m_e^2}=2\ln\frac{100}{5.10999\times10^{-4}}=24.3686,
\]
\[
t=\frac{24.3686}{2\pi\times137.036}=0.028302 .
\]

The first-order photon share is \(4t/3=0.03774\). The evolved value is

\[
G=\frac23\left(1-e^{-0.056604}\right)=0.03669 .
\]

About 3.7% of the momentum is in photons and 96.3% in leptons. Each unit added to the logarithm changes the photon share by roughly \(1/24\), or 4% of itself, and the omitted terms beside the logarithm are of order one, so further digits serve to compare solutions of the same model, not to predict a measurement. Such non-logarithmic terms are left out, and so are the running of \(\alpha\) and other charged particles, although these two are logarithmic effects of order \(t^2\). Electron-loop running, \(d\alpha/d\ln\mu^2=\alpha^2/(3\pi)\), lengthens \(t\) by about \(t^2/3\) and raises \(G\) by about \(4t^2/9\approx0.0003\) to \(0.0004\), the same size as the second-order differences discussed below; further light flavours open more pair channels and shift \(G\) by comparable or larger amounts.

The valence mean is \(e^{-4t/3}=0.962967\), while the total lepton share is \(0.963312\). The difference, \(0.000345\), is the momentum held by leptons descended from photon conversion: their electron and positron contributions cancel in the valence density but add in \(L\). Expanding the two solutions gives \(4t^2/9\) for this difference, the expected second-order size.

Dropping each endpoint term has a distinct signature:

- With \((1+x^2)/(1-x)_+\) alone, the number moment is \(-3/2\), and the electron number falls to \(e^{-3t/2}=0.9584\), an error of 4.2% of the initial charge.
- Without the photon loss, \(d(L+G)/dt=\frac23G\). Using \(G\simeq4t/3\), the excess momentum starts as \(4t^2/9\); the full evolution gives a total of \(1.000352\).

The second error is small here because the parent must first emit a photon. For a photon parent it would begin at order \(t\). A check of total momentum with an initial photon is therefore more sensitive to the \(-2/3\) than one with an initial electron.

These coefficients belong to the lowest-order collinear kernels. Near \(x=0\), \(P_{\gamma e}\simeq2/x\), so the number of soft photons diverges although their momentum is finite. Photon multiplicity therefore needs an energy threshold; the number and momentum rules used above do not.

## Table of computed values

```
Real kernels: vertex calculation / formula (dimensionless)
 x=0.2: e->e 1.30000 / 1.30000; gamma->e 0.68000 / 0.68000
 x=0.5: e->e 2.50000 / 2.50000; gamma->e 0.50000 / 0.50000
 x=0.8: e->e 8.20000 / 8.20000; gamma->e 0.68000 / 0.68000
Endpoint coefficient A(eps) from electron number
 eps=1e-01: A=-3.300170, A-2 ln(eps)=1.305000
 eps=1e-02: A=-7.730290, A-2 ln(eps)=1.480050
 eps=1e-03: A=-12.317510, A-2 ln(eps)=1.498000
Action on exp(x) cos(2x)
 cut kernel, eps=1e-5: 5.76877
 plus form with 3/2 delta: 5.76889
Sum rules (dimensionless)
 electron number integral: 0.000000
 electron momentum, e->e: -1.333333
 electron momentum, e->gamma: 1.333333
 momentum to the pair: 0.666667
 total pair rate: 0.666667
 photon endpoint coefficient: -0.666667
Cascade: 100000 events, t=0.5, cutoff=1e-04
 valence <x^1>: 0.5145 +- 0.0010, formula 0.5134
 valence <x^2>: 0.3541 +- 0.0010, formula 0.3529
 valence <x^3>: 0.2713 +- 0.0009, formula 0.2703
 photon share: 0.4203 +- 0.0009, formula 0.4214
 photon share without -2/3: 0.5047
Example: electron, fixed alpha, one flavour
 electron mass: 5.109990e-04 GeV
 final scale: 100.0 GeV
 1/alpha: 137.036
 ln(mu^2/m^2): 24.3686
 t: 0.028302
 first-order photon share 4t/3: 0.037736
 photon momentum share: 0.036688
 lepton momentum share: 0.963312
 valence mean x: 0.962967
 electron number without 3/2 delta: 0.958436
 total momentum without -2/3 delta: 1.000352
```
